# Overlap eigenvalues of even-tempered Gaussians from the Toeplitz symbol: test program

```python
"""
Even-tempered Gaussians r^l exp(-zeta_k r^2) Y_lm, zeta_k = beta^k, normalised.
Result under test: the overlap matrix is Toeplitz, S_jk = sech(h(j-k))^p with
h = ln(beta)/2 and p = l + 3/2. Its symbol f(theta) = sum_n S_n exp(i n theta)
is smallest at theta = pi, where
  f(pi) = 2^(p+1)/(ln(beta) Gamma(p))
          * sum_{m>=0} |Gamma(p/2 + i(2m+1)pi/ln(beta))|^2.
This is the limit, for an infinite sequence, of the smallest eigenvalue;
a finite sequence of N functions lies above it by a term of order 1/N^2.
All quantities are dimensionless.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 70


def overlap_by_quadrature(beta, l, count):
    """Overlap matrix from radial integrals on a uniform grid in ln(r)."""
    zeta = float(beta) ** np.arange(count)
    u = np.arange(-0.5 * np.log(zeta[-1]) - 14.0, 3.0, 0.05)
    r = np.exp(u)
    # r^2 dr = r^3 du: each function carries half of the weight r^3
    g = r ** (l + 1.5) * np.exp(-np.outer(zeta, r ** 2))
    g /= np.sqrt(np.sum(g ** 2, axis=1))[:, None]
    return g @ g.T


def overlap_list(beta, l):
    """High-precision overlaps S_0, S_1, ... down to negligible size."""
    h, p = mp.log(beta) / 2, mp.mpf(l) + mp.mpf(3) / 2
    last = int(170 / (p * h)) + 5
    return [mp.sech(n * h) ** p for n in range(last)]


def symbol_from_sum(s, theta):
    return s[0] + 2 * mp.fsum(s[n] * mp.cos(n * theta)
                              for n in range(1, len(s)))


def curvature_at_pi(s):
    return -2 * mp.fsum((-1) ** n * n * n * s[n] for n in range(1, len(s)))


def transform(omega, p):
    """Fourier transform of sech(x)^p in closed form."""
    return (2 ** (p - 1) * abs(mp.gamma((p + 1j * omega) / 2)) ** 2
            / mp.gamma(p))


def symbol_from_gamma(beta, l, theta):
    h, p = mp.log(beta) / 2, mp.mpf(l) + mp.mpf(3) / 2
    return mp.fsum(transform((theta + 2 * mp.pi * m) / h, p)
                   for m in range(-13, 14)) / h


def limit_eigenvalue(beta, l, terms=13):
    b, p = mp.log(beta), mp.mpf(l) + mp.mpf(3) / 2
    total = mp.fsum(abs(mp.gamma(p / 2 + 1j * (2 * m + 1) * mp.pi / b)) ** 2
                    for m in range(terms))
    return 2 ** (p + 1) * total / (b * mp.gamma(p))


def small_log_estimate(beta, l):
    b, p = mp.log(beta), mp.mpf(l) + mp.mpf(3) / 2
    return 4 * (2 * mp.pi / b) ** p * mp.exp(-mp.pi ** 2 / b) / mp.gamma(p)


def finite_bounds(s, count):
    """Lower and upper bound on the smallest eigenvalue for count functions."""
    low, high = symbol_from_sum(s, mp.pi), symbol_from_sum(s, mp.mpf(0))
    curv = curvature_at_pi(s)
    mu = 4 * mp.sin(mp.pi / (2 * (count + 1))) ** 2
    corner = 4 * mp.sin(mp.pi / (count + 1)) ** 2 / (count + 1)
    lower = low + curv * mu / 2
    upper = lower + (high - low - 2 * curv) / 16 * (mu ** 2 + corner)
    return float(lower), float(upper)


betas = [mp.mpf("1.5"), mp.mpf(2), mp.mpf(3)]
sizes = [2, 5, 10, 20, 40, 80]

# Overlaps from quadrature, Toeplitz form, symbol, and finite-size bounds
for beta in betas:
    for l in range(3):
        p = l + 1.5
        S = overlap_by_quadrature(beta, l, 80)
        k = np.arange(80)
        h = float(mp.log(beta)) / 2
        formula = np.cosh(h * (k[:, None] - k[None, :])) ** (-p)
        assert np.max(np.abs(S - formula)) < 1e-12
        assert np.max(np.abs(S[1:, 1:] - S[:-1, :-1])) < 1e-12
        b = float(beta)
        assert abs(S[0, 1] - (2 * np.sqrt(b) / (1 + b)) ** p) < 1e-12

        s = overlap_list(beta, l)
        for theta in (mp.mpf(0), mp.mpf("0.7"), mp.mpf(2), mp.pi):
            direct = symbol_from_sum(s, theta)
            closed = symbol_from_gamma(beta, l, theta)
            assert abs(direct / closed - 1) < mp.mpf(10) ** (-30)
        f_pi = symbol_from_sum(s, mp.pi)
        assert abs(limit_eigenvalue(beta, l) / f_pi - 1) < mp.mpf(10) ** (-30)

        # Growth and convexity in w = 2 + 2 cos(theta), and the next ratio
        curv = curvature_at_pi(s)
        w_grid = [mp.mpf(i) / 4 for i in range(1, 17)]
        f_grid = [symbol_from_sum(s, mp.acos(w / 2 - 1)) for w in w_grid]
        first = [(f - f_pi) / w for f, w in zip(f_grid, w_grid)]
        second = [(f - f_pi - curv * w / 2) / w ** 2
                  for f, w in zip(f_grid, w_grid)]
        assert f_grid[0] > f_pi and first[0] > curv / 2 > 0 and second[0] > 0
        for values in (f_grid, first, second):
            assert all(y > x for x, y in zip(values, values[1:]))

        previous = np.inf
        for count in sizes:
            lam = np.linalg.eigvalsh(S[:count, :count])[0]
            lower, upper = finite_bounds(s, count)
            # slack covers rounding in double-precision diagonalization
            assert lower - 1e-13 < lam < upper + 1e-13
            assert float(f_pi) < lam < previous
            previous = lam

# Fourier transform against quadrature, and its product of Lorentzians
for p in (1.5, 2.5, 3.5):
    for omega in (0.0, 1.3, 4.0):
        numeric = 2 * quad(lambda x: np.cosh(x) ** (-p) * np.cos(omega * x),
                           0, 30, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
        closed = float(transform(mp.mpf(omega), mp.mpf(p)))
        assert abs(numeric - closed) < 1e-9
        a = p + 2 * np.arange(4000)
        # omitted factors are included to leading order in omega^2
        log_product = (-np.sum(np.log1p(omega ** 2 / a ** 2))
                       - omega ** 2 / (2 * (p + 2 * 4000 - 1)))
        ratio = closed / float(transform(mp.mpf(0), mp.mpf(p)))
        assert abs(np.exp(log_product) / ratio - 1) < 1e-7

# Triple product written in w, against the defining sum
for q in (0.2, 0.6):
    for theta in (0.5, 2.0, np.pi):
        n = np.arange(1, 60)
        series = 1 + 2 * np.sum(q ** (n ** 2.0) * np.cos(n * theta))
        odd = q ** (2.0 * n - 1)
        w = 2 + 2 * np.cos(theta)
        product = np.prod((1 - q ** (2.0 * n)) * ((1 - odd) ** 2 + odd * w))
        assert abs(series - product) < 1e-12

# The estimate for beta near 1 has an error of second order in ln(beta)
for l in range(3):
    errors = []
    for log_beta in (mp.mpf("0.2"), mp.mpf("0.1")):
        beta = mp.exp(log_beta)
        exact_sum = symbol_from_sum(overlap_list(beta, l), mp.pi)
        errors.append(small_log_estimate(beta, l) / exact_sum - 1)
    assert abs(errors[1]) < 0.01
    assert abs(errors[0] / errors[1] - 4) < 0.2

# Leading 1/N^2 law: remove the next order by combining two lengths
s = overlap_list(mp.mpf(2), 0)
f_pi = float(symbol_from_sum(s, mp.pi))
f_zero = float(symbol_from_sum(s, mp.mpf(0)))
curv = float(curvature_at_pi(s))
S_long = overlap_by_quadrature(2, 0, 400)
scaled = []
for count in (200, 400):
    lam = np.linalg.eigvalsh(S_long[:count, :count])[0]
    scaled.append((lam - f_pi) * count ** 2 / (curv * np.pi ** 2 / 2))
extrapolated = 2 * scaled[1] - scaled[0]
# the remaining error is of order 1/N^2 with a coefficient of order 100
assert abs(extrapolated - 1) < 0.02

values, vectors = np.linalg.eigh(S_long[:20, :20])
sign_changes = int(np.sum(vectors[1:, 0] * vectors[:-1, 0] < 0))
assert sign_changes == 19

print("Model: beta = 2, l = 0; all numbers dimensionless")
print(f"h = ln(beta)/2 = {np.log(2) / 2:.6f}")
for n in range(1, 5):
    print(f"overlap at distance {n} (quadrature) = {S_long[0, n]:.6f}")
one_term = float(limit_eigenvalue(mp.mpf(2), 0, terms=1))
estimate = float(small_log_estimate(mp.mpf(2), 0))
print(f"symbol maximum f(0) = {f_zero:.6f}")
print(f"symbol minimum f(pi) = {f_pi:.6e}")
print(f"f(pi), first Gamma term only = {one_term:.6e}")
print(f"relative size of omitted terms = {1 - one_term / f_pi:.2e}")
print(f"f(pi), estimate for small ln(beta) = {estimate:.6e}")
print(f"relative error of that estimate = {estimate / f_pi - 1:.2e}")
print(f"curvature f''(pi) = {curv:.6e}")
print(f"limiting condition number f(0)/f(pi) = {f_zero / f_pi:.4e}")
print("N, smallest eigenvalue, lower bound, upper bound:")
for count in (5, 10, 20, 40, 80, 200, 400):
    lam = np.linalg.eigvalsh(S_long[:count, :count])[0]
    lower, upper = finite_bounds(s, count)
    print(f"  {count:3d}  {lam:.5e}  {lower:.5e}  {upper:.5e}")
print(f"sign changes in lowest eigenvector, N = 20: {sign_changes}")
print("(lambda_min - f(pi)) N^2 / (f''(pi) pi^2/2):")
print(f"  N = 200: {scaled[0]:.4f}, N = 400: {scaled[1]:.4f}")
print(f"  with the 1/N correction removed: {extrapolated:.4f}")

print("Limiting smallest eigenvalue for l = 0, 1, 2:")
for beta in betas:
    row = [float(limit_eigenvalue(beta, l)) for l in range(3)]
    print(f"  beta = {float(beta):.1f}: " + "  ".join(f"{x:.4e}" for x in row))

threshold = 1e-6
print(f"beta at which the limit equals {threshold:.0e}:")
for l in range(3):
    root = brentq(lambda b: float(mp.log(limit_eigenvalue(mp.mpf(b), l)
                                         / threshold)), 1.2, 3.0)
    check = symbol_from_sum(overlap_list(mp.mpf(root), l), mp.pi)
    assert abs(float(check) / threshold - 1) < 1e-8
    print(f"  l = {l}: beta = {root:.5f}")

print("all good")
```

Output:

```
Model: beta = 2, l = 0; all numbers dimensionless
h = ln(beta)/2 = 0.346574
overlap at distance 1 (quadrature) = 0.915452
overlap at distance 2 (quadrature) = 0.715542
overlap at distance 3 (quadrature) = 0.498309
overlap at distance 4 (quadrature) = 0.322821
symbol maximum f(0) = 6.914204
symbol minimum f(pi) = 8.060625e-05
f(pi), first Gamma term only = 8.060625e-05
relative size of omitted terms = 7.43e-13
f(pi), estimate for small ln(beta) = 8.066807e-05
relative error of that estimate = 7.67e-04
curvature f''(pi) = 1.537120e-03
limiting condition number f(0)/f(pi) = 8.5778e+04
N, smallest eigenvalue, lower bound, upper bound:
    5  1.72194e-03  2.86541e-04  1.03289e-01
   10  2.32412e-04  1.42870e-04  1.54449e-02
   20  1.05914e-04  9.77746e-05  2.14092e-03
   40  8.60039e-05  8.51165e-05  3.46926e-04
   80  8.18665e-05  8.17622e-05  1.14810e-04
  200  8.08004e-05  8.07940e-05  8.29195e-05
  400  8.06542e-05  8.06534e-05  8.09195e-05
sign changes in lowest eigenvector, N = 20: 19
(lambda_min - f(pi)) N^2 / (f''(pi) pi^2/2):
  N = 200: 1.0240, N = 400: 1.0118
  with the 1/N correction removed: 0.9996
Limiting smallest eigenvalue for l = 0, 1, 2:
  beta = 1.5: 7.3856e-09  7.6419e-08  4.7738e-07
  beta = 2.0: 8.0606e-05  4.8935e-04  1.8146e-03
  beta = 3.0: 7.7286e-03  2.9809e-02  7.2049e-02
beta at which the limit equals 1e-06:
  l = 0: beta = 1.67806
  l = 1: beta = 1.58411
  l = 2: beta = 1.52259
all good
```
